# Gap and Coupling of a Fermi Doublet from Two Lines

## Problem

The infrared spectrum of a model precursor molecule shows two vibrational lines, at 3310 and 3290 cm⁻¹. Both start from the vibrational ground state. The upper line has three times the line strength of the lower one, where line strength means the squared transition dipole moment. The lines are assigned to a stretching fundamental $b$ and an overtone $d$ that lie close together and mix. Before mixing, $b$ carries all the intensity and $d$ is dark.

(a) Find the gap between the unmixed levels and the size of their coupling from the splitting and the strength ratio. Which signs do the data fix?

(b) Evaluate the result, and find how it responds to an error in the ratio.

(c) Suppose the coupling comes from a cubic term $k\,q_1q_2^2$ in the potential. Find $k$.

(d) Suppose the overtone has a small transition moment of its own, 5 per cent of that of $b$ in magnitude. What do the formulas of part (a) then return?

(e) In the model of part (c), how do more distant vibrational levels alter the recovered gap?

(f) What must be watched when the method is applied to a real precursor gas?

Energies are given as wavenumbers in cm⁻¹.

## Solution

### (a) Two moments of the spectrum

In the basis of the unmixed states, with real wavefunctions,

$$
H=\begin{pmatrix}E_b&W\\W&E_d\end{pmatrix},\qquad g=E_b-E_d .
$$

The characteristic equation $(E_b-E)(E_d-E)-W^2=0$ has the roots

$$
E_\pm=\frac{E_b+E_d}{2}\pm\frac12\sqrt{g^2+4W^2}.
$$

The observed splitting $S=E_+-E_-$ therefore obeys $S^2=g^2+4W^2$. This is one equation for two unknowns, and the intensities supply the second.

Let $\mu_b$ be the transition moment from the ground state to $b$. Since $d$ has none, the moment to each mixed state is $\mu_b\langle\pm|b\rangle$. The normalized line strengths are the shares of $b$ in the two states:

$$
f_\pm=\langle b|\pm\rangle^2,\qquad f_++f_-=1 .
$$

With $R=f_+/f_-$, the upper line's strength over the lower one's,

$$
f_+=\frac{R}{R+1},\qquad f_-=\frac{1}{R+1}.
$$

Now insert the complete set $|+\rangle,|-\rangle$ into the diagonal element of $H$:

$$
f_+E_++f_-E_-=\langle b|H|b\rangle=E_b .
$$

The strength-weighted centroid of the doublet is thus the unmixed bright level. The trace of $H$ is conserved, so

$$
E_d=E_++E_--E_b=f_-E_++f_+E_- .
$$

Subtraction gives the gap:

$$
g=(f_+-f_-)(E_+-E_-)=S\,\frac{R-1}{R+1}. \tag{1}
$$

For the coupling, take the second moment. From the matrix, $\langle b|H^2|b\rangle=E_b^2+W^2$, so the variance of the spectrum about its centroid is $W^2$. From the lines, $E_+-E_b=f_-S$ and $E_--E_b=-f_+S$. Hence

$$
W^2=f_+f_-^2S^2+f_-f_+^2S^2=f_+f_-S^2,
$$

$$
|W|=S\,\frac{\sqrt R}{R+1}. \tag{2}
$$

Equations (1) and (2) satisfy $g^2+4W^2=S^2$, because $(R-1)^2+4R=(R+1)^2$.

The sign of $g$ is fixed: the unmixed bright level lies on the side of the stronger line. Exchanging the two strengths replaces $R$ by $1/R$, which reverses $g$ and leaves $|W|$ unchanged. The sign of $W$ is not fixed. Replacing $|d\rangle$ by $-|d\rangle$ reverses it without changing any energy or strength, so it is a matter of convention. If the overtone has a transition moment of its own, that moment changes sign too.

Two limits show what the formulas mean. For equal strengths, $R=1$, the unmixed levels coincide and the whole splitting is due to coupling, $|W|=S/2$. For $R\gg1$, $g$ approaches $S$ and $|W|\approx S/\sqrt R$. The weak line then has relative strength $1/R\approx W^2/g^2$, as first-order perturbation theory gives.

The argument needs exactly two mixing states. With several dark states, let $W_i$ be the coupling of $b$ to the $i$-th one. The centroid is still $E_b$ and the variance becomes $\sum_iW_i^2$, whether or not the dark states couple to one another, provided that all the lines are included. The step that used the trace to find $E_d$ then no longer works.

### (b) Numbers and sensitivity

Here $S=3310-3290=20$ cm⁻¹ and $R=3$, so $f_+=0.75$ and $f_-=0.25$. The levels are

$$
E_b=0.75(3310)+0.25(3290)=3305\ \text{cm}^{-1},
$$

$$
E_d=0.25(3310)+0.75(3290)=3295\ \text{cm}^{-1}.
$$

The gap and coupling are

$$
g=20\cdot\frac{2}{4}=10\ \text{cm}^{-1}\quad(1.24\ \text{meV}),
$$

$$
|W|=20\cdot\frac{\sqrt3}{4}=8.66\ \text{cm}^{-1}\quad(1.07\ \text{meV}).
$$

To see that these values reproduce the data, put them back into $H$. The eigenvalues are $3300\pm\sqrt{5^2+75}=3300\pm10$ cm⁻¹. For the upper state, the first row of the eigenvalue equation reads $-5c_b+8.66c_d=0$ when $W>0$. Thus $c_b^2/c_d^2=75/25=3$. In a two-state problem the lower state has the opposite composition, so this is also the strength ratio.

Half of the splitting would remain if the coupling were removed. The coupling pushes each level outward by 5 cm⁻¹ and transfers a quarter of the fundamental's strength to the lower line.

Differentiating (1) and (2) at fixed splitting gives

$$
\frac{\partial g}{\partial R}=\frac{2S}{(R+1)^2},\qquad
\frac{\partial |W|}{\partial R}=\frac{S(1-R)}{2\sqrt R\,(R+1)^2}.
$$

At $R=3$ these are 2.5 and −0.72 cm⁻¹ per unit of $R$. At this ratio the gap is the more sensitive quantity. Evaluating the full formulas for a 10 per cent error in the ratio gives:

- $R=2.7$: $g=9.19$ and $|W|=8.88$ cm⁻¹;
- $R=3.3$: $g=10.70$ and $|W|=8.45$ cm⁻¹.

The definition of the ratio matters much less here. Integrated absorption contains the line strength multiplied by the transition wavenumber. Had 3:1 been the ratio of integrated absorptions, the strength ratio would be $3(3290/3310)=2.98$, giving $g=9.95$ and $|W|=8.67$ cm⁻¹.

### (c) The cubic constant

Take two harmonic modes with dimensionless coordinates $q_i=(a_i+a_i^\dagger)/\sqrt2$, where $a_i$ lowers the quantum number of mode $i$ by one. Write states as $|n_1,n_2\rangle$. The fundamental is $|1,0\rangle$ and the overtone is $|0,2\rangle$. For a nondegenerate mode 2, the term $kq_1q_2^2$ is allowed by symmetry if mode 1 is totally symmetric.

The two factors of the coupling element are

$$
\langle1|q_1|0\rangle=\frac1{\sqrt2},\qquad
\langle0|q_2^2|2\rangle=\frac12\langle0|a_2^2|2\rangle=\frac{\sqrt2}{2}.
$$

Their product gives

$$
W=\langle1,0|k\,q_1q_2^2|0,2\rangle=\frac{k}{2}.
$$

Thus $|k|=2|W|=17.3$ cm⁻¹. The constant is small compared with the vibrational quanta. The mixing is strong because the two levels lie only 10 cm⁻¹ apart.

### (d) An overtone that is not quite dark

Choose the sign of $|d\rangle$ so that $W>0$, and write

$$
|+\rangle=\cos\theta\,|b\rangle+\sin\theta\,|d\rangle,\qquad
|-\rangle=-\sin\theta\,|b\rangle+\cos\theta\,|d\rangle .
$$

These are eigenstates when the off-diagonal element vanishes:

$$
\langle-|H|+\rangle=-\frac g2\sin2\theta+W\cos2\theta=0 .
$$

The difference of their diagonal elements is $g\cos2\theta+2W\sin2\theta=S$. Solving the two equations gives $g=S\cos2\theta$ and $2W=S\sin2\theta$. For a dark overtone $R=\cot^2\theta$, so $R=3$ means $\theta=30^\circ$.

Let the overtone's own moment be $r\mu_b$, with $r=\tan\rho$. The transition moments become

$$
M_+=\mu_b(\cos\theta+r\sin\theta)=\mu_b\frac{\cos(\theta-\rho)}{\cos\rho},
$$

$$
M_-=\mu_b(-\sin\theta+r\cos\theta)=-\mu_b\frac{\sin(\theta-\rho)}{\cos\rho}.
$$

The observed ratio is $\cot^2(\theta-\rho)$. The formulas of part (a) therefore use the wrong angle and return

$$
g_{\rm app}=S\cos2(\theta-\rho),\qquad
|W|_{\rm app}=\frac S2\,|\sin2(\theta-\rho)|. \tag{3}
$$

Keep the true values at $g=10$ and $W=8.66$ cm⁻¹. For $r=+0.05$ the observed ratio is

$$
\left(\frac{0.8660+0.0250}{0.5000-0.0433}\right)^2=3.81,
$$

and the apparent values are $g=11.68$ and $|W|=8.12$ cm⁻¹. For $r=-0.05$ the ratio is 2.40, and they are 8.22 and 9.12 cm⁻¹.

The overtone's own strength is only $r^2=0.0025$ of that of $b$, yet the gap is wrong by 17 to 18 per cent. The reason is interference: the small moment adds to, or subtracts from, the moment borrowed through mixing. To first order in $r$, equation (3) gives $g_{\rm app}-g\approx4Wr$, which is linear in $r$ and not quadratic. With $r$ unknown, one splitting and one ratio cannot separate this effect from a different gap.

### (e) Distant levels

Put the harmonic levels of part (c) at 3305 cm⁻¹ for $|1,0\rangle$ and 3295 cm⁻¹ for $|0,2\rangle$, relative to the ground state. With $k=17.32$ cm⁻¹, $k^2=300$ cm⁻². The cubic term also couples these two states to others. Since the others are thousands of cm⁻¹ away, second-order perturbation theory is suitable. The elements needed are

$$
\langle n|q^2|n\rangle=n+\tfrac12,\qquad
\langle n+2|q^2|n\rangle=\tfrac12\sqrt{(n+1)(n+2)} .
$$

The fundamental couples to $|0,0\rangle$, $|2,0\rangle$ and $|2,2\rangle$, with squared elements $k^2/8$, $k^2/4$ and $k^2/2$:

$$
\Delta_b=\frac{37.5}{3305}-\frac{75}{3305}-\frac{150}{6600}=-0.034\ \text{cm}^{-1}.
$$

The overtone couples to $|1,2\rangle$ and $|1,4\rangle$, with squared elements $25k^2/8$ and $3k^2/2$:

$$
\Delta_d=-\frac{937.5}{3305}-\frac{450}{6600}=-0.352\ \text{cm}^{-1}.
$$

The near-resonant partner is left out of each sum because the two-state matrix already treats it. The shift of the ground state moves both lines equally. The effective gap is

$$
g_{\rm eff}=10-0.034+0.352=10.32\ \text{cm}^{-1}.
$$

There is also a small induced moment, even if the dipole operator is strictly proportional to $q_1$. The ground state acquires an amplitude $-(k/2)/6600=-0.00131$ of $|1,2\rangle$, from which $q_1$ leads to the overtone. Since $\langle1,2|q_1|0,2\rangle$ equals the fundamental's element $1/\sqrt2$, this amplitude is also the relative moment $r$. By part (d), it changes the apparent gap by about $4Wr=-0.045$ cm⁻¹, to 10.27 cm⁻¹.

Numerical diagonalization of the two-mode Hamiltonian, with 8 harmonic states for mode 1 and 16 for mode 2, gives a splitting of 20.16 cm⁻¹ and a strength ratio of 3.08. Equations (1) and (2) then return $g=10.27$ and $|W|=8.67$ cm⁻¹. This gap agrees with the perturbation estimate.

Apart from the small effect of the induced moment, the recovered gap is therefore the gap with this one resonance removed, while shifts from distant levels remain inside it. It is not the harmonic gap. The model also omits the anharmonicity of each mode by itself, which for the stretch of a single CH bond lowers the fundamental by roughly 100 cm⁻¹. Where several equivalent bonds stretch together, the size and even the sign of this contribution depend on the mode. Such shifts are included in the recovered levels, but this analysis cannot separate them.

### (f) A real precursor gas

Acetylene, a carbon precursor, has a strong CH-stretch absorption near 3300 cm⁻¹, with a resonance splitting of roughly 10 cm⁻¹. The model has a similar scale, but its levels are not those of acetylene. The infrared-active stretch there is odd under inversion, whereas the first overtone of any mode is even, so the two cannot mix. The partner is a combination of the CC stretch and two different bends. Part (a) still applies if that combination is dark and no third state takes part. Part (c) does not, because a cubic term cannot directly exchange one quantum for three.

Room-temperature bands are also broad. For a linear molecule with rotational constant $B$, let $\tau=k_{\rm B}T/hc$. If $B$ is the same in both vibrational states, the P and R lines lie at distances $2Bm$ from the band centre, and their envelope is approximately $m\,e^{-Bm^2/\tau}$. Setting its derivative to zero gives $m=\sqrt{\tau/2B}$, so the two maxima are separated by $4Bm=\sqrt{8B\tau}$. For a rough $B=1.2$ cm⁻¹ at 300 K this is 45 cm⁻¹, more than twice the model's vibrational splitting. The two bands overlap, and their peak heights do not measure $R$.

Hot bands add to the overlap. For two doubly degenerate harmonic bends at roughly 600 and 700 cm⁻¹, the fraction of molecules outside the vibrational ground state is

$$
1-\left(1-e^{-600/\tau}\right)^2\left(1-e^{-700/\tau}\right)^2=0.17
$$

at 300 K, with $\tau$ in cm⁻¹. This depletion weakens both ground-state bands equally and leaves their ratio unchanged. Hot-band intensity wrongly assigned to one of them does change it, and part (b) shows that a 10 per cent error in $R$ moves the gap by 0.7 to 0.8 cm⁻¹. The strengths should therefore come from assigned, rotationally resolved lines, comparing the same rotational transition in both bands. If the unmixed states have different rotational constants, their gap changes with the upper-state quantum number $J$, by the difference of the constants times $J(J+1)$. The gap must then be extrapolated to $J=0$. This simple dependence assumes two states with a coupling that does not depend on $J$. A combination of two degenerate bends, as in acetylene, has further components of different vibrational angular momentum. Rotation couples them to the partner more strongly as $J$ grows, so low-$J$ lines are the safest to use. Even then, an overtone or combination moment of 5 per cent would move the model's gap by 1.7 to 1.8 cm⁻¹, so the assumption of a dark partner needs separate support.

Numbers in the example were calculated in double precision.
